**Porosity and thickness of porous silicon from two optical thicknesses**

The program tests a closed formula for the porosity P and thickness L of a porous silicon film, given its optical thickness Q = nL dry and liquid-filled, where n is the phase index. The formula assumes isotropic Bruggeman mixing, complete filling and a known silicon permittivity. Assertions compare it with numerical solutions of the mixing condition for 36 films and check, on a porosity grid for the example's materials, that the ratio of the two readings rises with porosity. Synthetic reflectance spectra test the assignment of fringe orders and the difference between phase and group optical thickness. The error coefficients are compared with finite differences and random trials. For an input film with P = 0.65 and L = 5200 nm, the output returns 0.6500 and 5199.9 nm. It also shows that columnar pores analysed with the isotropic rule would shift the porosity by +0.117 and the thickness by +6.1%, the largest of the neglected effects computed.

## Numerical verification

```python
"""Porosity and thickness of porous silicon from two optical thicknesses.

Result under test: with Q = n L measured dry (Qa) and liquid-filled (Ql),
t = (Ql/Qa)^2, s = silicon permittivity, f = liquid permittivity,
A = t(s-1)-(s-f), B = f(s-1)/t-(s-f), the dry film permittivity is
e = [s(f-1) + sqrt(s^2(f-1)^2 + 8 s A B)]/(4A), thickness L = Qa/sqrt(e),
porosity P = (s-e)(1+2e)/(3e(s-1)), for isotropic Bruggeman mixing.
Lengths are in nm, wavenumbers k = 1/wavelength in 1/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.signal import argrelmax

HC_EV_NM = const.h * const.c / const.e * 1e9


def silicon_eps(k):
    """One-oscillator silicon permittivity, rough parameters."""
    return 1 + (EPS_STATIC - 1) / (1 - (HC_EV_NM * k / E_OSC) ** 2)


def mixture(fractions, eps, depol=1 / 3):
    """Solve the Bruggeman zero-mean-polarization condition numerically."""
    def mean_polarization(e):
        return sum(v * (x - e) / (e + depol * (x - e))
                   for v, x in zip(fractions, eps))
    return brentq(mean_polarization, min(eps), max(eps),
                  xtol=1e-13, rtol=1e-14)


def invert(q_dry, q_wet, s, f):
    """Closed-form porosity, thickness and dry permittivity."""
    t = (q_wet / q_dry) ** 2
    a = t * (s - 1) - (s - f)
    b = f * (s - 1) / t - (s - f)
    lin = s * (f - 1)
    e = (lin + np.sqrt(lin ** 2 + 8 * s * a * b)) / (4 * a)
    porosity = (s - e) * (1 + 2 * e) / (3 * e * (s - 1))
    return porosity, q_dry / np.sqrt(e), e


def log_slope(e, s, f):
    """D = -d ln n / dP of a Bruggeman film."""
    return 3 * (s - f) * e / (2 * (s * f + 2 * e ** 2))


def reflectance(k, n_top, n_film, n_sub, thickness):
    """Normal-incidence reflectance from the film's field matrix."""
    d = 2 * np.pi * n_film * thickness * k
    field_e = np.cos(d) + 1j * n_sub / n_film * np.sin(d)
    field_h = n_sub * np.cos(d) + 1j * n_film * np.sin(d)
    r = (n_top * field_e - field_h) / (n_top * field_e + field_h)
    return np.abs(r) ** 2


def find_maxima(k, refl):
    """Wavenumbers of interior maxima, refined by a parabola."""
    i = argrelmax(refl)[0]
    left, mid, right = refl[i - 1], refl[i], refl[i + 1]
    shift = 0.5 * (left - right) / (left - 2 * mid + right)
    return k[i] + shift * (k[1] - k[0])


def read_fringes(k_max, k_ref):
    """Orders, leftover intercept, phase and group optical thickness."""
    count = np.arange(len(k_max))
    slope, intercept = np.polyfit(k_max, count, 1)
    first = int(round(-intercept))
    orders = count + first
    x = (k_max / k_ref) ** 2 - 1
    q_phase = np.polyfit(x, orders / (2 * k_max), 1)[1]
    return orders, intercept + first, q_phase, slope / 2


# Inputs of the synthetic film and of the measurement
P_TRUE, L_TRUE, N_LIQ = 0.65, 5200.0, 1.35
EPS_STATIC, E_OSC = 11.7, 4.1
LAM_MIN, LAM_MAX, LAM_REF = 1100.0, 1700.0, 1300.0
f_liq = N_LIQ ** 2
k_ref = 1 / LAM_REF
s_ref = silicon_eps(k_ref)

# Closed inversion against numerical solution of the mixing definition
worst = 0.0
for s_test in (10.0, 12.3, 15.0):
    for n_test in (1.33, 1.5):
        for p_test in (0.05, 0.3, 0.5, 0.65, 0.8, 0.95):
            parts = (p_test, 1 - p_test)
            qa = 3000 * np.sqrt(mixture(parts, (1.0, s_test)))
            ql = 3000 * np.sqrt(mixture(parts, (n_test ** 2, s_test)))
            p_got, l_got, _ = invert(qa, ql, s_test, n_test ** 2)
            worst = max(worst, abs(p_got - p_test), abs(l_got / 3000 - 1))
assert worst < 1e-8

# The measured ratio must rise with porosity from 1 to the liquid index
p_grid = np.linspace(0.001, 0.999, 300)
ratio_grid = np.array([
    np.sqrt(mixture((p, 1 - p), (f_liq, s_ref))
            / mixture((p, 1 - p), (1.0, s_ref))) for p in p_grid])
assert np.all(np.diff(ratio_grid) > 0)
assert abs(ratio_grid[0] - 1) < 0.002
assert abs(ratio_grid[-1] - N_LIQ) < 0.002

# Synthetic spectra and their fringe maxima
k = np.linspace(1 / LAM_MAX, 1 / LAM_MIN, 20001)
k_nodes = np.linspace(1 / 1750, 1 / 1050, 41)
n_si = np.sqrt(silicon_eps(k))
fringes = {}
for name, n_top in (("dry", 1.0), ("wet", N_LIQ)):
    nodes = [np.sqrt(mixture((P_TRUE, 1 - P_TRUE),
                             (n_top ** 2, silicon_eps(q))))
             for q in k_nodes]
    n_film = CubicSpline(k_nodes, nodes)
    refl = reflectance(k, n_top, n_film(k), n_si, L_TRUE)
    k_max = find_maxima(k, refl)
    orders, rest, q_phase, q_group = read_fringes(k_max, k_ref)
    # true phase at each maximum must be the assigned whole order
    assert np.max(np.abs(2 * n_film(k_max) * L_TRUE * k_max
                         - orders)) < 0.003
    assert abs(rest) < 0.5
    # fringe slope follows the group index, not the phase index
    km = k_max.mean()
    n_group = n_film(km) + km * n_film(km, 1)
    assert abs(q_group / (n_group * L_TRUE) - 1) < 2e-3
    assert q_group > 1.01 * n_film(km) * L_TRUE
    fringes[name] = (k_max, orders, rest, q_phase, q_group)

q_dry, q_wet = fringes["dry"][3], fringes["wet"][3]
p_rec, l_rec, e_dry = invert(q_dry, q_wet, s_ref, f_liq)
assert abs(p_rec - P_TRUE) < 1e-3
assert abs(l_rec / L_TRUE - 1) < 2e-3
t_ratio = (q_wet / q_dry) ** 2
e_wet = t_ratio * e_dry

# Error coefficients against finite differences of the inversion
d_dry = log_slope(e_dry, s_ref, 1.0)
d_wet = log_slope(e_wet, s_ref, f_liq)
gap = d_dry - d_wet
h = 1e-5
for change_dry, change_wet in ((1, 0), (0, 1)):
    up = invert(q_dry * np.exp(h * change_dry),
                q_wet * np.exp(h * change_wet), s_ref, f_liq)
    down = invert(q_dry * np.exp(-h * change_dry),
                  q_wet * np.exp(-h * change_wet), s_ref, f_liq)
    dp = (change_wet - change_dry) / gap
    dl = change_dry + d_dry * dp
    assert abs((up[0] - down[0]) / (2 * h) - dp) < 1e-5
    assert abs(np.log(up[1] / down[1]) / (2 * h) - dl) < 1e-5

# Independent 0.1 percent reading errors, formula against random trials
noise = 1e-3
sig_p = np.sqrt(2) * noise / gap
sig_l = noise * np.hypot(1 - d_dry / gap, d_dry / gap)
rng = np.random.default_rng(7)
trial = invert(q_dry * (1 + noise * rng.standard_normal(40000)),
               q_wet * (1 + noise * rng.standard_normal(40000)),
               s_ref, f_liq)
assert abs(trial[0].std() / sig_p - 1) < 0.03
assert abs(trial[1].std() / l_rec / sig_l - 1) < 0.03

# Two-dimensional mixing has a known value at equal area fractions
assert abs(mixture((0.5, 0.5), (1.0, s_ref), 0.5)
           - np.sqrt(s_ref)) < 1e-9

# Neglected effects: true data from a changed film, same inversion
pair = (P_TRUE, 1 - P_TRUE)
n_a = np.sqrt(mixture(pair, (1.0, s_ref)))
n_w = np.sqrt(mixture(pair, (f_liq, s_ref)))
effects = []


def add_effect(label, index_dry, index_wet):
    ratio = index_wet / index_dry
    assert 1 < ratio < N_LIQ
    p, thick, _ = invert(index_dry * L_TRUE, index_wet * L_TRUE,
                         s_ref, f_liq)
    effects.append((label, p - P_TRUE, 100 * (thick / L_TRUE - 1)))


add_effect("group index used for phase index",
           fringes["dry"][4] / L_TRUE, fringes["wet"][4] / L_TRUE)
add_effect("columnar pores along the normal",
           np.sqrt(mixture(pair, (1.0, s_ref), 0.5)),
           np.sqrt(mixture(pair, (f_liq, s_ref), 0.5)))
looyenga = [(P_TRUE * x ** (1 / 3)
             + (1 - P_TRUE) * s_ref ** (1 / 3)) ** 1.5
            for x in (1.0, f_liq)]
add_effect("Looyenga mixing in the film", *looyenga)
oxide = (P_TRUE, 0.05, 0.95 - P_TRUE)
add_effect("oxide (n=1.45) in 5% of film volume",
           np.sqrt(mixture(oxide, (1.0, 1.45 ** 2, s_ref))),
           np.sqrt(mixture(oxide, (f_liq, 1.45 ** 2, s_ref))))
partial = (0.95 * P_TRUE, 0.05 * P_TRUE, 1 - P_TRUE)
add_effect("5% of pore volume left empty", n_a,
           np.sqrt(mixture(partial, (f_liq, 1.0, s_ref))))
s_low = s_ref * 0.97 ** 2
add_effect("skeleton index 3% below bulk",
           np.sqrt(mixture(pair, (1.0, s_low))),
           np.sqrt(mixture(pair, (f_liq, s_low))))
depth = np.linspace(P_TRUE - 0.05, P_TRUE + 0.05, 101)
add_effect("porosity graded from 0.60 to 0.70",
           np.mean([np.sqrt(mixture((p, 1 - p), (1.0, s_ref)))
                    for p in depth]),
           np.mean([np.sqrt(mixture((p, 1 - p), (f_liq, s_ref)))
                    for p in depth]))
sin2 = np.sin(np.radians(10)) ** 2
add_effect("light 10 deg off normal in air",
           np.sqrt(n_a ** 2 - sin2), np.sqrt(n_w ** 2 - sin2))
n_warm = N_LIQ - 4e-4 * 5
add_effect("liquid 5 K warmer (-4e-4 per K, rough)", n_a,
           np.sqrt(mixture(pair, (n_warm ** 2, s_ref))))
absorbed = 1 - np.exp(-10.0 * L_TRUE * 1e-7)
pore_parameter = (2 * np.pi * n_w * 10.0 / LAM_REF) ** 2

print(f"Input porosity: {P_TRUE:.2f}; thickness: {L_TRUE:.0f} nm")
print(f"Liquid index: {N_LIQ:.2f}; permittivity f: {f_liq:.4f}")
print(f"Oscillator: static eps {EPS_STATIC}, energy {E_OSC} eV (rough)")
print(f"Window: {LAM_MIN:.0f} to {LAM_MAX:.0f} nm")
print(f"Reference wavelength: {LAM_REF:.0f} nm")
print(f"Silicon at reference: s = {s_ref:.4f}, n = {s_ref**0.5:.4f}")
for name in ("dry", "wet"):
    k_max, orders, rest, q_phase, q_group = fringes[name]
    print(f"{name}: order, wavelength (nm), order*wavelength/2 (nm)")
    for m, q in zip(orders, k_max):
        print(f"  {m:2d}  {1/q:8.2f}  {m/(2*q):8.1f}")
    print(f"{name}: leftover intercept {rest:.3f} order")
    print(f"{name}: phase optical thickness Q {q_phase:.1f} nm")
    print(f"{name}: group optical thickness {q_group:.1f} nm")
a_val = t_ratio * (s_ref - 1) - (s_ref - f_liq)
b_val = f_liq * (s_ref - 1) / t_ratio - (s_ref - f_liq)
print(f"Ratio Ql/Qa: {q_wet/q_dry:.5f}; squared t: {t_ratio:.5f}")
print(f"Coefficients: A = {a_val:.4f}, B = {b_val:.4f}")
print(f"Film permittivity: dry {e_dry:.4f}, wet {e_wet:.4f}")
print(f"Film index: dry {e_dry**0.5:.4f}, wet {e_wet**0.5:.4f}")
print(f"Recovered porosity: {p_rec:.4f}")
print(f"Recovered thickness: {l_rec:.1f} nm = {l_rec/1000:.4f} um")
print(f"D dry {d_dry:.4f}, D wet {d_wet:.4f}, difference {gap:.4f}")
print(f"0.1% reading noise: porosity +/- {sig_p:.4f}")
print(f"0.1% reading noise: thickness +/- {100*sig_l:.2f} %")
print("Neglected effect: porosity error, thickness error (%)")
for label, dp, dl in effects:
    print(f"  {label}: {dp:+.4f}, {dl:+.2f}")
print(f"One-pass absorption at rough 10 per cm: {100*absorbed:.2f} %")
print(f"(2 pi n d/wavelength)^2, 10 nm pores: {pore_parameter:.4f}")
print(f"Largest round-trip error over 36 films: {worst:.1e}")
print("finished without a failed check")
```

Output:

```
Input porosity: 0.65; thickness: 5200 nm
Liquid index: 1.35; permittivity f: 1.8225
Oscillator: static eps 11.7, energy 4.1 eV (rough)
Window: 1100 to 1700 nm
Reference wavelength: 1300 nm
Silicon at reference: s = 12.3121, n = 3.5089
dry: order, wavelength (nm), order*wavelength/2 (nm)
  11   1603.98    8821.9
  12   1472.56    8835.4
  13   1361.55    8850.1
  14   1266.57    8866.0
  15   1184.43    8883.2
  16   1112.71    8901.6
dry: leftover intercept -0.333 order
dry: phase optical thickness Q 8860.2 nm
dry: group optical thickness 9081.4 nm
wet: order, wavelength (nm), order*wavelength/2 (nm)
  13   1591.09   10342.1
  14   1479.28   10354.9
  15   1382.50   10368.8
  16   1297.95   10383.6
  17   1223.47   10399.5
  18   1157.37   10416.3
wet: leftover intercept -0.348 order
wet: phase optical thickness Q 10383.4 nm
wet: group optical thickness 10613.6 nm
Ratio Ql/Qa: 1.17191; squared t: 1.37338
Coefficients: A = 5.0462, B = 4.5218
Film permittivity: dry 2.9034, wet 3.9874
Film index: dry 1.7039, wet 1.9969
Recovered porosity: 0.6500
Recovered thickness: 5199.9 nm = 5.1999 um
D dry 1.6888, D wet 1.1568, difference 0.5321
0.1% reading noise: porosity +/- 0.0027
0.1% reading noise: thickness +/- 0.38 %
Neglected effect: porosity error, thickness error (%)
  group index used for phase index: -0.0052, +1.61
  columnar pores along the normal: +0.1166, +6.12
  Looyenga mixing in the film: -0.0333, -2.25
  oxide (n=1.45) in 5% of film volume: +0.0187, -3.27
  5% of pore volume left empty: -0.0127, -2.11
  skeleton index 3% below bulk: +0.0014, -1.22
  porosity graded from 0.60 to 0.70: -0.0009, -0.06
  light 10 deg off normal in air: +0.0027, -0.07
  liquid 5 K warmer (-4e-4 per K, rough): -0.0015, -0.25
One-pass absorption at rough 10 per cm: 0.52 %
(2 pi n d/wavelength)^2, 10 nm pores: 0.0093
Largest round-trip error over 36 films: 3.3e-14
finished without a failed check
```
